# Gaussian sums for the Helmholtz kernel and the hydrogen ground state: verification in Python

```python
# Result under test: the bound-state Helmholtz kernel exp(-kappa r)/r is a sum
# of Gaussians  sum_m w_m exp(-p_m r^2),  p_m = exp(2 s_m),  s_m = m*step,
# w_m = (2 step/sqrt(pi)) exp(s_m - kappa^2/(4 p_m)).
# Each term is a product in x, y, z.  Iterating
#   psi_new = 2 (-Laplacian + kappa^2)^(-1) (1/r) psi,  kappa^2 = -2 E,
# with E the energy expectation value of psi, leads to the hydrogen 1s state.
# Atomic units inside; printed energies in eV and lengths in angstrom.
import numpy as np
from scipy import constants, integrate, linalg
from scipy.interpolate import CubicSpline

HARTREE = constants.physical_constants["Hartree energy in eV"][0]
BOHR = constants.physical_constants["Bohr radius"][0] * 1e10
STEP, LOW, HIGH = 0.2, -3.0, 12.0


def gaussian_sum(kappa, step=STEP, low=LOW, high=HIGH):
    s = step * np.arange(round(low / step), round(high / step) + 1)
    weights = 2 * step / np.sqrt(np.pi) * np.exp(s - kappa**2 * np.exp(-2 * s) / 4)
    return np.exp(2 * s), weights


def evaluate(r, exponents, weights):
    return np.exp(-np.outer(np.asarray(r)**2, exponents)) @ weights


def fourier(k, exponents, weights):
    return np.exp(-np.outer(k**2, 1 / (4 * exponents))) @ (
        weights * (np.pi / exponents)**1.5)


def operator_epsilon(step):
    y = np.pi * np.arange(1, 6) / step
    return 2 * np.sum(np.sqrt(np.pi * y / np.sinh(np.pi * y)))


# --- the kernel is not itself a product: this ratio would be 1 for a product
def yukawa(x, y):
    r = np.hypot(x, y)
    return np.exp(-r) / r


product_ratio = yukawa(1, 1) * yukawa(2, 2) / (yukawa(1, 2) * yukawa(2, 1))
assert abs(product_ratio - 1) > 0.01

# --- pointwise error of a coarse, practically infinite sum against its bound
coarse = 0.5
r_test = np.geomspace(1e-3, 80, 3000)
exact_kernel = np.exp(-r_test) / r_test
difference = np.abs(evaluate(r_test, *gaussian_sum(1.0, coarse, -8, 15)) - exact_kernel)
theta = np.pi / 4 - coarse / (4 * np.pi)
c = np.cos(2 * theta)
point_bound = 2 * np.exp(-c * r_test) / (
    np.sqrt(c) * (np.exp(2 * np.pi * theta / coarse) - 1))
assert np.all(r_test * difference <= point_bound)
worst_point = np.max(r_test * difference)
far_relative = np.max((difference / exact_kernel)[r_test > 40])
assert far_relative > 0.5

# --- operator error: relative error of the Fourier transform, all k
k_test = np.geomspace(1e-2, 100, 4000)
measured_eps = {}
for step in (coarse, STEP):
    transform = fourier(k_test, *gaussian_sum(1.0, step, -8, 20))
    measured_eps[step] = np.max(np.abs(transform * (k_test**2 + 1) / (4 * np.pi) - 1))
    assert 0.98 < measured_eps[step] / operator_epsilon(step) < 1.01


def truncated_check(step, low, high):
    error = np.max(np.abs(fourier(k_test, *gaussian_sum(1.0, step, low, high))
                          - 4 * np.pi / (k_test**2 + 1))) / (4 * np.pi)
    bound = (operator_epsilon(step) + np.exp(-np.exp(-2 * low) / 4)
             + np.exp(-2 * high) / 4)
    assert error <= bound
    return error, bound


short_error, short_bound = truncated_check(coarse, -1.5, 3.0)
work_error, work_bound = truncated_check(STEP, LOW, HIGH)

# --- separability at work: invert the Helmholtz operator on a 3D grid for a
#     correlated Gaussian, with nothing but one-dimensional matrices
n, spacing = 45, 0.35
axis = spacing * (np.arange(n) - (n - 1) / 2)
form = np.array([[0.6, 0.2, 0.1], [0.2, 0.6, -0.15], [0.1, -0.15, 0.6]])
points = np.stack(np.meshgrid(axis, axis, axis, indexing="ij"), axis=-1)
mapped = points @ form
target = np.exp(-np.sum(points * mapped, axis=-1))
source = target * (1.0 + 2 * np.trace(form) - 4 * np.sum(mapped**2, axis=-1))
nodes, node_weights = np.polynomial.legendre.leggauss(160)
k_nodes = (nodes + 1) * np.pi / (2 * spacing)
k_weights = node_weights * np.pi / (2 * spacing)
cosines = np.cos(np.outer(spacing * np.arange(n), k_nodes))
recovered = np.zeros_like(source)
for p, w in zip(*gaussian_sum(1.0)):
    column = spacing / np.pi * cosines @ (
        k_weights * np.sqrt(np.pi / p) * np.exp(-k_nodes**2 / (4 * p)))
    matrix = linalg.toeplitz(column)
    term = source
    for _ in range(3):
        term = np.tensordot(matrix, term, axes=(1, 2))
    recovered += w / (4 * np.pi) * term
grid_error = np.max(np.abs(recovered - target))
assert grid_error < 1e-6
terms = len(gaussian_sum(1.0)[0])
cost_full, cost_separable = float(n)**6, 3.0 * terms * n**4

# --- starting function exp(-a r^2) and its energy
width = 1.5
a_start = (BOHR / width)**2


def gaussian_energy(a):
    return 1.5 * a - 2 * np.sqrt(2 * a / np.pi)


kappa_start = np.sqrt(-2 * gaussian_energy(a_start))

# --- first iterate as a double sum of Gaussians against exact-kernel quadrature
p, w = gaussian_sum(kappa_start)
q, v = gaussian_sum(0.0, STEP, -25, 12)
b = (a_start + q)[:, None]
amplitude = v[:, None] * w * (np.pi / (b + p))**1.5 / (2 * np.pi)
first_error = 0.0
for r0 in (0.1, 1.0, 5.0):
    from_sum = np.sum(amplitude * np.exp(-b * p / (b + p) * r0**2))

    def integrand(x):
        return (np.exp(-kappa_start * abs(r0 - x)) - np.exp(-kappa_start * (r0 + x))
                ) * np.exp(-a_start * x * x) / (kappa_start * r0)

    direct = sum(integrate.quad(integrand, lo, hi, epsabs=1e-12, epsrel=1e-11)[0]
                 for lo, hi in ((0, r0), (r0, r0 + 10), (r0 + 10, r0 + 30)))
    first_error = max(first_error, abs(from_sum / direct - 1))
assert first_error < 1e-7

# --- basis-free radial iteration with the exact kernel
radius = np.linspace(0, 40, 8001)


def cumulative(values):
    return CubicSpline(radius, values).antiderivative()(radius)


def exact_step(psi, kappa):
    inner = cumulative(2 * np.sinh(kappa * radius) * psi)
    outer = cumulative((np.exp(-kappa * radius) * psi)[::-1])[::-1]
    new = np.empty_like(psi)
    total = np.exp(-kappa * radius) * inner + 2 * np.sinh(kappa * radius) * outer
    new[1:] = total[1:] / (kappa * radius[1:])
    new[0] = 2 * outer[0]
    return new


def exact_run(a, count):
    psi, energies, floors = np.exp(-a * radius**2), [gaussian_energy(a)], []
    for _ in range(count):
        energy = energies[-1]
        new = exact_step(psi, np.sqrt(-2 * energy))
        m1 = cumulative(radius * psi * psi)[-1]
        m2 = cumulative(radius * psi * new)[-1]
        m3 = cumulative(radius * new * new)[-1]
        norm = cumulative(radius**2 * new * new)[-1]
        energies.append(energy - (m3 - m2) / norm)
        floors.append(-energy * (m2 / m1 - 1))
        # 1e-9 allows for the quadrature error of the radial grid
        assert energy - energies[-1] >= floors[-1] - 1e-9
        psi = new / np.sqrt(norm)
    assert abs(energies[-1] + 0.5) < 1e-7
    return np.array(energies), np.array(floors)


COUNT = 16
radial, floors = exact_run(a_start, COUNT)
for other_start in (0.05, 1.0):
    exact_run(other_start, COUNT)
late_ratio = (radial[9] + 0.5) / (radial[8] + 0.5)
assert 0.2 < late_ratio < 0.3

# --- the same iteration with the Gaussian kernel sum in a Gaussian basis
ratio = 2.2
basis = a_start * ratio**np.arange(-3.0, 18.0)
norms = (2 * basis / np.pi)**0.75
scale = np.outer(norms, norms)
pair = basis[:, None] + basis
overlap = scale * (np.pi / pair)**1.5
hamiltonian = 3 * np.outer(basis, basis) / pair * overlap - scale * 2 * np.pi / pair


def iteration_matrix(kappa):
    p, w = gaussian_sum(kappa)
    convolved = basis[:, None] * p / (basis[:, None] + p)
    factor = w * (np.pi / (basis[:, None] + p))**1.5 / (2 * np.pi)
    elements = np.sum(factor[:, None, :] * 2 * np.pi
                      / (basis[None, :, None] + convolved[:, None, :]), axis=2)
    return linalg.solve(overlap, scale * elements)


coefficients = np.zeros(len(basis))
coefficients[3] = 1.0
energies = [coefficients @ hamiltonian @ coefficients]
for _ in range(COUNT):
    coefficients = iteration_matrix(np.sqrt(-2 * energies[-1])) @ coefficients
    coefficients /= np.sqrt(coefficients @ overlap @ coefficients)
    energies.append(coefficients @ hamiltonian @ coefficients)
energies = np.array(energies)
run_difference = np.max(np.abs(energies - radial))
assert run_difference < 1e-5
assert -1e-10 < energies[-1] + 0.5 < 1e-5
basis_minimum = linalg.eigh(hamiltonian, overlap, eigvals_only=True)[0]
assert -1e-10 < energies[-1] - basis_minimum < 1e-5

# --- final function against exp(-r)/sqrt(pi)
psi_final = evaluate(radius, basis, norms * coefficients)
psi_exact = np.exp(-radius) / np.sqrt(np.pi)
nucleus_error = psi_final[0] / psi_exact[0] - 1
at_one = evaluate([1 / BOHR], basis, norms * coefficients)[0]
one_error = at_one * np.sqrt(np.pi) * np.exp(1 / BOHR) - 1
assert np.max(np.abs(psi_final - psi_exact)) < 0.01 * psi_exact[0]
mean_radius = coefficients @ (scale * 2 * np.pi / pair**2) @ coefficients
assert abs(mean_radius - 1.5) < 1e-4

# --- spectrum at a fixed, wrong kappa: eigenvalues 1/(n kappa), leading exp(-kappa r)
kappa_fixed = 1.3
values, vectors = linalg.eig(iteration_matrix(kappa_fixed))
order = np.argsort(-values.real)
scaled_values = values.real[order[:3]] * kappa_fixed
assert np.max(np.abs(scaled_values - 1 / np.arange(1, 4))) < 1e-3
leading = evaluate([1.0, 2.0], basis, norms * vectors[:, order[0]].real)
decay = -np.log(leading[1] / leading[0])
assert abs(decay - kappa_fixed) < 1e-3

mass_ratio = constants.m_e / constants.m_p
mass_shift = 0.5 * HARTREE * mass_ratio / (1 + mass_ratio)

print(f"hartree = {HARTREE:.6f} eV, bohr = {BOHR:.8f} angstrom")
print(f"product test ratio of kernel (1 if a product): {product_ratio:.4f}")
print("kernel tests below: kappa = 1 in atomic units")
print(f"step {coarse}: largest r*|error| = {worst_point:.2e}")
print(f"  its bound at r -> 0 = {point_bound[0]:.2e}")
print(f"  largest relative error, 40 < kappa r < 80: {far_relative:.2f}")
for step in (coarse, STEP):
    print(f"step {step}: operator error {measured_eps[step]:.3e},"
          f" formula {operator_epsilon(step):.3e}")
print(f"short sum (step 0.5, s -1.5 to 3): error {short_error:.2e},"
      f" bound {short_bound:.2e}")
print(f"working sum: step {STEP}, s from {LOW} to {HIGH}, {terms} terms")
print(f"  operator error {work_error:.2e}, bound {work_bound:.2e}")
for distance in (0.01, 1.0, 10.0):
    x = distance / BOHR
    error = evaluate([x], *gaussian_sum(1.0))[0] * x * np.exp(x) - 1
    print(f"  relative error at r = {distance} angstrom: {error:.1e}")
print(f"3D grid {n}^3: largest error of inverse = {grid_error:.1e}")
print(f"  multiplications: full {cost_full:.2e}, separable {cost_separable:.2e}")
print(f"start width b = {width} angstrom, exponent {1 / width**2:.4f} angstrom^-2")
print(f"start kappa = {kappa_start / BOHR:.4f} angstrom^-1")
print(f"first iterate, sum against quadrature: {first_error:.1e} relative")
print(f"basis: {len(basis)} Gaussians, exponent ratio {ratio}")
print(f"  exponents {basis[0] / BOHR**2:.4f} to {basis[-1] / BOHR**2:.3e} angstrom^-2")
print("iteration, E Gaussian (eV), E radial (eV), radial error (eV)")
for i in range(13):
    print(f"{i:3d} {energies[i] * HARTREE:12.6f} {radial[i] * HARTREE:12.6f}"
          f" {(radial[i] + 0.5) * HARTREE:10.2e}")
print(f"first energy drop {(radial[0] - radial[1]) * HARTREE:.4f} eV,"
      f" guaranteed {floors[0] * HARTREE:.4f} eV")
print(f"error ratio, iteration 9 to 8: {late_ratio:.4f}")
print(f"largest Gaussian-radial difference: {run_difference * HARTREE:.1e} eV")
print(f"final E after {COUNT} iterations: {energies[-1] * HARTREE:.6f} eV"
      f" = {energies[-1]:.8f} hartree")
print(f"  above exact model value by {(energies[-1] + 0.5) * HARTREE:.1e} eV")
print(f"  above basis minimum by {(energies[-1] - basis_minimum) * HARTREE:.1e} eV")
print(f"final kappa = {np.sqrt(-2 * energies[-1]) / BOHR:.6f} angstrom^-1")
print(f"mean radius = {mean_radius * BOHR:.6f} angstrom = {mean_radius:.6f} bohr")
print(f"relative error of psi at nucleus: {nucleus_error:.1e}")
print(f"relative error of psi at 1 angstrom: {one_error:.1e}")
print(f"fixed kappa = {kappa_fixed / BOHR:.4f} angstrom^-1:"
      f" leading decay {decay / BOHR:.4f} angstrom^-1")
print("  kappa*eigenvalue (atomic units): "
      + ", ".join(f"{x:.5f}" for x in scaled_values))
print(f"neglected nuclear-mass correction: +{mass_shift:.5f} eV")
print("no test failed")
```

Output:

```
hartree = 27.211386 eV, bohr = 0.52917721 angstrom
product test ratio of kernel (1 if a product): 1.5725
kernel tests below: kappa = 1 in atomic units
step 0.5: largest r*|error| = 2.14e-04
  its bound at r -> 0 = 6.05e-04
  largest relative error, 40 < kappa r < 80: 2.46
step 0.5: operator error 6.500e-04, formula 6.500e-04
step 0.2: operator error 3.823e-10, formula 3.823e-10
short sum (step 0.5, s -1.5 to 3): error 7.49e-04, bound 7.87e-03
working sum: step 0.2, s from -3.0 to 12.0, 76 terms
  operator error 3.70e-10, bound 3.92e-10
  relative error at r = 0.01 angstrom: 7.1e-12
  relative error at r = 1.0 angstrom: 6.7e-11
  relative error at r = 10.0 angstrom: 2.3e-03
3D grid 45^3: largest error of inverse = 3.7e-11
  multiplications: full 8.30e+09, separable 9.35e+08
start width b = 1.5 angstrom, exponent 0.4444 angstrom^-2
start kappa = 1.6393 angstrom^-1
first iterate, sum against quadrature: 2.2e-10 relative
basis: 21 Gaussians, exponent ratio 2.2
  exponents 0.0417 to 2.944e+05 angstrom^-2
iteration, E Gaussian (eV), E radial (eV), radial error (eV)
  0   -10.239030   -10.239030   3.37e+00
  1   -12.082330   -12.082448   1.52e+00
  2   -13.002519   -13.002543   6.03e-01
  3   -13.402143   -13.402149   2.04e-01
  4   -13.544934   -13.544937   6.08e-02
  5   -13.588939   -13.588941   1.68e-02
  6   -13.601281   -13.601282   4.41e-03
  7   -13.604559   -13.604561   1.13e-03
  8   -13.605405   -13.605406   2.87e-04
  9   -13.605619   -13.605621   7.22e-05
 10   -13.605674   -13.605675   1.81e-05
 11   -13.605687   -13.605689   4.54e-06
 12   -13.605691   -13.605692   1.14e-06
first energy drop 1.8434 eV, guaranteed 0.7333 eV
error ratio, iteration 9 to 8: 0.2517
largest Gaussian-radial difference: 1.2e-04 eV
final E after 16 iterations: -13.605692 eV = -0.49999995 hartree
  above exact model value by 1.4e-06 eV
  above basis minimum by 3.3e-07 eV
final kappa = 1.889726 angstrom^-1
mean radius = 0.793780 angstrom = 1.500027 bohr
relative error of psi at nucleus: -7.5e-04
relative error of psi at 1 angstrom: 2.6e-05
fixed kappa = 2.4566 angstrom^-1: leading decay 2.4566 angstrom^-1
  kappa*eigenvalue (atomic units): 1.00000, 0.50000, 0.33333
neglected nuclear-mass correction: +0.00741 eV
no test failed
```
